# Concavity of the Constrained Functional W(V) and Its Maximum, part 2

The problem is to find the lowest energy $E_c(N_c)$ of a Kohn–Sham determinant $\Phi$, in a finite basis with a fixed number of electrons, whose population $N_w[\Phi]=\int w(\mathbf r)\,n_\Phi(\mathbf r)\,d\mathbf r$ equals a target $N_c$. Here $n_\Phi$ is the density, $w$ a real weight and $E[\Phi]$ the energy. With a real multiplier $V$,

$$L(\Phi,V)=E[\Phi]+V\,(N_w[\Phi]-N_c),\qquad W(V)=\min_\Phi L(\Phi,V).$$

A negative $V$ attracts electrons to where $w$ is positive. Energies are in eV.

Let $\Phi_V$ be a global minimizer at $V$, with residual $R(V)=N_w[\Phi_V]-N_c$. $W$ is concave, and $N_w[\Phi_V]$ cannot increase with $V$. If all minimizers at $V$ share one population,

$$\frac{dW}{dV}=N_w[\Phi_V]-N_c . \tag{3}$$

Otherwise the right-hand slope of $W$ is the smallest residual among them and the left-hand slope the largest. Always,

$$\max_V W(V)\le E_c(N_c). \tag{4}$$

If a minimizer $\Phi^*$ at $V^*$ has zero residual,

$$W(V^*)=\max_V W(V)=E[\Phi^*]=E_c(N_c). \tag{5}$$

Then, for any other population $N$,

$$E_c(N)\ge E_c(N_c)-V^*(N-N_c). \tag{6}$$

The four-site example has two doubly occupied real orbitals and $N_c=3$; $w$ is one on fragment A (sites 1 and 2) and zero on B (sites 3 and 4). With $P_{rs}=2\sum_i\varphi_i(r)\varphi_i(s)$ and $n_r=P_{rr}$,

$$E=\sum_{rs}h_{rs}P_{rs}+\tfrac12\sum_{rs}n_rK_{rs}n_s-c\sum_r\frac{n_r^2}{1+n_r}.$$

The site energies in $h$ are 0 on A and 0.5 eV on B; its couplings are $-1$ eV between neighbours within a fragment and $-0.5$ eV between sites 2 and 3. $K_{rs}$ is 2 eV divided by $1+|r-s|$, and $c=0.3$ eV. The density-dependent energy has a positive definite second derivative. The self-consistent matrix $F$ is $h$ plus the Hartree and exchange-correlation potential plus $V\,\mathrm{diag}(w)$.

## Curvature, saddle points and the duality gap

The quantities carried over are these. The Lagrangian is $L(\Phi,V)=E[\Phi]+V(N_w[\Phi]-N_c)$, where $N_w$ is the population selected by the weight $w$ and $N_c$ is its target. Its global minimum over determinants is $W(V)$, which is concave. Where the minimizers share one population, $dW/dV$ equals the residual $N_w-N_c$. If a minimizer has zero residual, $W$ is at its maximum and equals the constrained energy $E_c(N_c)$. The four-site model, with fragment A on sites 1 and 2, reaches this point at $V^*=-3.023089$ eV.

The second derivative of $W$ says how strongly the population responds to the multiplier, since $W''=dN_w/dV$. It also shows what happens when a calculation follows a stationary state that is not the global minimum. Describe the determinants near a stationary one by independent real parameters $x$. Let $g=\partial N_w/\partial x$ be the gradient of the population, and let $H=\partial^2L/\partial x\,\partial x$ be the matrix of second derivatives at the stationary point. Stationarity reads

$$\frac{\partial E}{\partial x}+V\frac{\partial N_w}{\partial x}=0 .$$

As $V$ changes, $x$ must follow so that this stays true. Differentiating with respect to $V$, the change through $x$ gives $H\,dx/dV$ and the explicit factor $V$ gives $g$:

$$H\frac{dx}{dV}+g=0,\qquad \frac{dx}{dV}=-H^{-1}g .$$

The inverse exists if the stationary point is nondegenerate. The value of $L$ along the branch still has slope $N_w-N_c$, because the orbital gradient vanishes at any stationary point. One more derivative gives

$$W''=\frac{dN_w}{dV}=g^{T}\frac{dx}{dV}=-g^{T}H^{-1}g . \tag{7}$$

At a nondegenerate minimum, local or global, $H$ is positive definite. Then $W''\le0$, with equality when $g=0$, that is, when no small orbital rotation changes the population to first order. A branch of local minima is therefore concave as well, although it need not be the global $W$. At a saddle point $H$ has a negative eigenvalue and (7) fixes no sign.

For closed shells with real orbitals, $g$ and $H$ can be written out. Let $i,j$ label doubly occupied orbitals and $a,b$ empty ones, all eigenvectors of the self-consistent Kohn–Sham matrix $F$, which includes $Vw$. A rotation with parameters $x_{ia}$ changes the occupied orbitals, to second order, into

$$\varphi_i'=\varphi_i+\sum_ax_{ia}\varphi_a-\tfrac12\sum_{ja}x_{ia}x_{ja}\varphi_j .$$

The last term keeps the orbitals orthonormal. The change of $L$ to second order has two parts. The first is the change of $2\sum_i\langle\varphi_i'|F|\varphi_i'\rangle$ with $F$ held fixed. Its linear term contains $F_{ia}$, which is zero between eigenvectors. In second order the empty components contribute $2\sum_{ia}\varepsilon_ax_{ia}^2$. The last term of the rotation enters twice, once in the bra and once in the ket, which cancels its factor one half, and contributes $-2\sum_{ia}\varepsilon_ix_{ia}^2$. The second part is the response of the Hartree and exchange-correlation potential to the density change

$$\delta n(\mathbf r)=4\sum_{ia}x_{ia}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r),$$

where one factor of two is the double occupation and the other is the cross term in the square of $\varphi_i'$. With $f$ the second derivative of the Hartree and exchange-correlation energy with respect to the density, and

$$(ia|f|jb)=\iint\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,f(\mathbf r,\mathbf r')\,\varphi_j(\mathbf r')\varphi_b(\mathbf r')\,d\mathbf r\,d\mathbf r',$$

this part is half the double integral of $\delta n\,f\,\delta n$, so its prefactor is $\tfrac12\times4\times4=8$. Together,

$$\delta L=2\sum_{ia}(\varepsilon_a-\varepsilon_i)x_{ia}^2+8\sum_{ia,jb}x_{ia}(ia|f|jb)x_{jb}.$$

Two derivatives double each coefficient:

$$H_{ia,jb}=4(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+16\,(ia|f|jb). \tag{8}$$

Integrating $w\,\delta n$ gives $g_{ia}=4w_{ia}$, with $w_{ia}=\langle\varphi_i|w|\varphi_a\rangle$. This form assumes an energy that depends on the density apart from its one-electron part, so a functional with exact exchange would need further terms in $H$.

If the Kohn–Sham potential is frozen while $V$ changes, the term with $f$ is absent, $H$ is diagonal, and (7) becomes

$$W''_{\text{frozen}}=-\sum_{ia}\frac{(4w_{ia})^2}{4(\varepsilon_a-\varepsilon_i)}=-4\sum_{ia}\frac{|w_{ia}|^2}{\varepsilon_a-\varepsilon_i}. \tag{9}$$

This is the second-order perturbation formula for electrons in a fixed potential. With the lowest levels filled and a gap above them, every denominator is positive, so it is negative or zero. It is not the curvature of the self-consistent $W$, for which the potential must be allowed to respond.

The four-site model shows how large the difference can be. At $V^*$ the orbital energies are 0.8830, 2.6901, 3.0936 and 5.0484 eV, with the lower two occupied. The four pairs in (9) are

| $i\to a$ | $\lvert w_{ia}\rvert$ | $\varepsilon_a-\varepsilon_i$ (eV) |
|:--:|---:|---:|
| $1\to3$ | 0.0660 | 2.2107 |
| $1\to4$ | 0.0712 | 4.1654 |
| $2\to3$ | 0.4853 | 0.4035 |
| $2\to4$ | 0.0913 | 2.3583 |

The pair $2\to3$ contributes $4\times0.4853^2/0.4035=2.33$ electrons per eV. The other three add about 0.03, and the frozen curvature is $-2.361$ electrons per eV. The response with the kernel included, from (7) and (8), is $-0.508$ electrons per eV, and a finite difference of self-consistent populations gives the same value. Self-consistency reduces the response by a factor $2.361/0.508=4.6$.

The direction of this change follows from the positive kernel of the model. For a positive definite $H$, completing the square gives

$$g^{T}H^{-1}g=\max_y\left(2g^{T}y-y^{T}Hy\right),$$

with the maximum at $y=H^{-1}g$. Adding a positive kernel term to $H$ cannot raise the bracket for any $y$, so it cannot raise the maximum. Physically, charge that moves onto A repels further charge, and part of the applied potential is cancelled. A functional whose kernel is negative for the relevant charge transfer can enhance the response instead.

The curvature matters when $V^*$ is sought by Newton steps, $V\to V-R/W''$, with $R$ the residual. At $V=-3$ eV the residual is $-0.01173$. With the self-consistent curvature found at $V^*$ the step is

$$-\frac{-0.01173}{-0.508}=-0.0231\ \text{eV},$$

which reaches $-3.0231$ eV, the maximum to the digits shown. The frozen curvature would give a step of $-0.0050$ eV, about a fifth of the distance. The direction is right, but progress is slow. The energy is less sensitive than the population. Near the maximum $W$ falls short of its top by about $\tfrac12|W''|(V-V^*)^2$, here $\tfrac12\times0.508\times0.0231^2=0.00014$ eV. That is the difference between 6.91279 eV at $V^*$ and 6.91265 eV at $-3$ eV.

So far the maximum of $W$ has delivered the constrained state. A two-site model shows how it can fail to do so. One electron of each spin occupies a real orbital $(\cos\theta_\sigma,\sin\theta_\sigma)$, where $\sigma$ is the spin. The mean-field energy is

$$E=-t\sum_\sigma\sin2\theta_\sigma+U\,(n_{1\uparrow}n_{1\downarrow}+n_{2\uparrow}n_{2\downarrow}),$$

with $n_{1\sigma}=\cos^2\theta_\sigma$, $n_{2\sigma}=\sin^2\theta_\sigma$ and $t,U>0$. The constrained quantity is the moment on site 1, $m=n_{1\uparrow}-n_{1\downarrow}$, and its target is zero. In the notation above, $m$ takes the place of $N_w$, with a weight that has opposite signs for the two spins.

The constrained energy can be found in closed form. Put $\cos2\theta_\uparrow=s+m$ and $\cos2\theta_\downarrow=s-m$. Since $n_{1\sigma}=(1+\cos2\theta_\sigma)/2$, the difference $n_{1\uparrow}-n_{1\downarrow}$ is indeed $m$. The two products of populations add up to

$$\tfrac14\left[(1+s+m)(1+s-m)+(1-s-m)(1-s+m)\right]=\tfrac12(1+s^2-m^2).$$

The hopping energy is lowest when both sines are positive, so for given $s$ and $m$

$$E=-t\sqrt{1-(s+m)^2}-t\sqrt{1-(s-m)^2}+\tfrac U2(1+s^2-m^2).$$

At fixed $m$ this is an even and convex function of $s$, because minus the square root is convex and $Us^2/2$ is convex. Its minimum is at $s=0$, and

$$E_c(m)=-2t\sqrt{1-m^2}+\tfrac U2(1-m^2). \tag{10}$$

Hopping favours $m=0$. Repulsion favours a large moment, which keeps the two electrons on different sites. The derivatives are

$$E_c'=\frac{2tm}{\sqrt{1-m^2}}-Um,\qquad E_c''=\frac{2t}{(1-m^2)^{3/2}}-U .$$

The second derivative is smallest at $m=0$, where it equals $2t-U$. For $U\le2t$ the curve is convex. For $U>2t$ the point $m=0$ is a local maximum of $E_c$, and the minima lie where $\sqrt{1-m^2}=2t/U$, that is, at

$$m=\pm m_0,\qquad m_0=\sqrt{1-4t^2/U^2}.$$

Take $U>2t$ from here on. At $V=0$ the function $W$ is the lowest unconstrained energy, so inserting $\sqrt{1-m^2}=2t/U$ in (10) gives

$$W(0)=-\frac{4t^2}{U}+\frac{2t^2}{U}=-\frac{2t^2}{U}.$$

Exchanging the two spins changes the sign of $m$, so $W(-V)=W(V)$. A concave even function has its maximum at zero, because $W(0)\ge\tfrac12W(V)+\tfrac12W(-V)=W(V)$. The state required by the constraint has energy $E_c(0)=-2t+U/2$, and the maximum lies below it by

$$E_c(0)-W(0)=\frac U2-2t+\frac{2t^2}{U}=\frac{(U-2t)^2}{2U}. \tag{11}$$

This difference is a duality gap. Equation (11) applies for $U>2t$ only; for $U\le2t$ the minimum of $E_c$ lies at $m=0$, so $W(0)=E_c(0)$ and there is no gap. For $t=1$ eV and $U=4$ eV the maximum of $W$ is $-0.5$ eV, the lowest energy at zero moment is 0, and the gap is 0.5 eV. These energies also come out of a numerical search over the two orbital angles. The gap belongs to this collinear family, in which each orbital has a pure spin. The model energy does not change when all spins are rotated together, so if the orbitals may mix the two spins, a minimizer at $V=0$ can be turned until its moment lies along $x$. It then has $m=0$ at the same energy, $-0.5$ eV here, and the gap closes. What follows refers to the collinear family.

The two minimizers at $V=0$ have residuals $\pm m_0=\pm0.8660$. By the rule for one-sided slopes, $W$ has slope $+m_0$ just left of zero and $-m_0$ just right of it. Finite differences of $W$ give $0.8661$ and $-0.8661$. They are slightly steeper than the limiting slopes because the curve bends downward over the finite step. The residual jumps through zero without taking that value. Since the moment cannot increase with $V$, no multiplier produces a collinear global minimum with zero moment, and bisection on the residual, started with a sign change, closes in on the jump instead of a root.

The general condition can be read from inequality (6). Zero residual at $V^*$ implies a straight line that touches $E_c$ at the target and lies nowhere above it. Conversely, suppose such a line exists, with slope $-V^*$. Then every determinant has $E[\Phi]\ge E_c(N_c)-V^*(N_w[\Phi]-N_c)$, so $L(\Phi,V^*)\ge E_c(N_c)$. The constrained state itself attains this value and is a minimizer with zero residual. Finally, if the maximum of $W$, reached at some $V^*$, equals $E_c(N_c)$, the constrained state has $L=E_c(N_c)=W(V^*)$, so it is a minimizer with zero residual and (6) supplies the line. The maximum of $W$ therefore gives the constrained energy if and only if $E_c$ has a supporting line at the target. A convex $E_c$ has one at every interior target. In the two-site model with $U>2t$, a line through the local maximum at $m=0$ must pass above the curve on at least one side.

The missing state is still a stationary point. At $V=0$ the symmetric determinant with $m=0$ has zero orbital gradient, and a self-consistent calculation started with equal spins can stay on it. To follow it for small $V$, expand (10) about $m=0$:

$$L\approx E_c(0)-\tfrac12(U-2t)m^2+Vm .$$

Setting the derivative with respect to $m$ to zero gives $m=V/(U-2t)$. Inserting this,

$$L\approx E_c(0)-\frac{V^2}{2(U-2t)}+\frac{V^2}{U-2t}=E_c(0)+\frac{V^2}{2(U-2t)} .$$

The curvature along this branch is $+1/(U-2t)$, or $0.5$ per eV for the chosen parameters. A numerical solution of the stationarity conditions gives 0.5000 per eV. The point is a saddle, since the energy falls along $m$ and rises along $s$. On this branch the moment grows when $V$ is raised, against the direction required of global minima, and the constrained state sits at a minimum of the curve. A procedure that maximizes would move away from it.

These signs can be used in a calculation. A population that rises with $V$, or a computed $W$ that bends upward, shows that the states followed are not global minima. Downward curvature does not prove the opposite, since a branch of local minima has it too. Such a branch still supports a local form of the result. If a local minimum of $L$ at $V^*$ has zero residual, then every nearby state obeying the constraint has $E=L\ge L(\Phi^*,V^*)=E[\Phi^*]$, so $\Phi^*$ is a local minimum of the constrained problem. A lower constrained state may exist elsewhere.

The proof carries over to several constraints at once. With a multiplier $V_k$ for each weight $w_k$, the Lagrangian at fixed $\Phi$ is affine in the whole set of multipliers, so its minimum is jointly concave. Varying one multiplier at a time in (3) shows that each partial derivative is the matching residual, wherever the minimizers share that population. If all residuals vanish at one minimizer, every term with a multiplier drops out for states that obey all the constraints, and the argument leading to (5) applies unchanged.
